# Landau levels on a square five-point grid: the leading grid correction: a numerical check

```python
# Result under test: on a square five-point grid (spacing h) in a uniform field B,
#   E_n = B(n+1/2) - h^2 B^2 (2n^2+2n+1)/16 + O(h^4 B^3)   (Hartree atomic units).
# phi = h^2 B is the phase around one grid cell; phi = 2 pi / q with integer q.
# kappa = Bloch phase per step along y, theta = Bloch twist around the q-site ring.
# Scaled energies are h^2 E. The electron is spinless and has charge -1.
import numpy as np
from math import factorial, pi, sqrt, log, log2
from scipy.constants import physical_constants
from scipy.special import eval_hermite


def harper_matrix(q, kappa=0.0, theta=0.0):
    phi = 2 * pi / q
    m = np.arange(q) - q // 2
    ham = np.diag(2 - np.cos(phi * m + kappa)).astype(complex)
    for i in range(q):
        j = (i + 1) % q
        hop = -0.5 * (np.exp(1j * theta) if j == 0 else 1.0)
        ham[i, j] += hop
        ham[j, i] += np.conj(hop)
    return ham


def harper_bands(q):
    """Midpoints and widths of all bands from nine pairs of Bloch phases."""
    samples = np.array([np.linalg.eigvalsh(harper_matrix(q, f * 2 * pi / q, t))
                        for f in (0, 0.25, 0.5) for t in (0, pi / 2, pi)])
    low, high = samples.min(axis=0), samples.max(axis=0)
    return (low + high) / 2, high - low


def leading(n, phi):
    return phi * (n + 0.5) - phi**2 * (2 * n * n + 2 * n + 1) / 16


def next_coefficient(n):
    return (2 * n + 1) * (n * n + n + 1) / 384


def oscillator_function(n, s):
    norm = sqrt(2.0**n * factorial(n) * sqrt(pi))
    return eval_hermite(n, s) * np.exp(-s * s / 2) / norm


# --- Harper reduction against the two-dimensional grid on a torus
q_t, ny = 12, 8
phi_t = 2 * pi / q_t
torus = 2 * np.eye(q_t * ny, dtype=complex)
for i in range(q_t):
    for j in range(ny):
        here = i * ny + j
        right = ((i + 1) % q_t) * ny + j
        up = i * ny + (j + 1) % ny
        for there, phase in ((right, 0.0), (up, phi_t * i)):
            torus[here, there] -= 0.5 * np.exp(1j * phase)
            torus[there, here] -= 0.5 * np.exp(-1j * phase)
union = np.sort(np.concatenate([np.linalg.eigvalsh(
    harper_matrix(q_t, 2 * pi * j / ny)) for j in range(ny)]))
torus_error = np.max(np.abs(np.linalg.eigvalsh(torus) - union))
assert torus_error < 1e-11

# --- Another gauge and other boundaries: symmetric gauge in a hard-walled box
q_box, half = 16, 15
phi_box = 2 * pi / q_box
side = 2 * half + 1
box = 2 * np.eye(side * side, dtype=complex)
for i in range(side):
    for j in range(side):
        here = i * side + j
        if i + 1 < side:
            hop = -0.5 * np.exp(-0.5j * phi_box * (j - half))
            box[here, here + side] = hop
            box[here + side, here] = np.conj(hop)
        if j + 1 < side:
            hop = -0.5 * np.exp(0.5j * phi_box * (i - half))
            box[here, here + 1] = hop
            box[here + 1, here] = np.conj(hop)
box_lowest = np.linalg.eigvalsh(box)[0]
box_harper = harper_bands(q_box)[0][0]
# the tolerance covers the small but finite width of the lowest band
assert abs(box_lowest - box_harper) < 1e-6

# --- Oscillator moments and perturbation coefficients from ladder matrices
size = 40
a = np.diag(np.sqrt(np.arange(1, size)), 1).astype(complex)
X = (a + a.conj().T) / sqrt(2)
Y = (a - a.conj().T) / (1j * sqrt(2))
power = np.linalg.matrix_power
quartic = power(X, 4) + power(Y, 4)
sextic = power(X, 6) + power(Y, 6)
nodes, weights = np.polynomial.hermite.hermgauss(40)
moments = []
for n in range(7):
    density = eval_hermite(n, nodes)**2 / (2.0**n * factorial(n) * sqrt(pi))
    moment = np.sum(weights * nodes**4 * density)
    moments.append(moment)
    expected = 3 * (2 * n * n + 2 * n + 1) / 4
    assert abs(moment - expected) < 1e-9 * expected
    assert abs(power(Y, 4)[n, n] - expected) < 1e-9 * expected
    assert abs(quartic[n, n + 2]) < 1e-9
    coupling = sqrt((n + 1) * (n + 2) * (n + 3) * (n + 4)) / 2
    assert abs(quartic[n, n + 4] - coupling) < 1e-9 * coupling
    second = -sum(abs(quartic[m, n] / 24)**2 / (m - n)
                  for m in range(25) if m != n)
    cubic = sextic[n, n].real / 720 + second
    assert abs(cubic - next_coefficient(n)) < 1e-10

# --- Level formula, its remainder and the order of the remainder
bands = {q: harper_bands(q) for q in (100, 200, 400)}
orders, cubic_found, quadratic_found = [], [], []
phi_fine = 2 * pi / 400
for n in range(5):
    rem = {q: bands[q][0][n] - leading(n, 2 * pi / q) for q in (200, 400)}
    orders.append(log2(rem[200] / rem[400]))
    cubic_found.append(rem[400] / phi_fine**3)
    quadratic_found.append(
        (bands[400][0][n] - phi_fine * (n + 0.5)) / phi_fine**2)
    assert abs(orders[-1] - 3) < 0.1
    # the next power of phi changes this ratio by a few per cent at most
    assert abs(cubic_found[-1] / next_coefficient(n) - 1) < 0.05


# --- Residual of the corrected oscillator function on a ring with generic phases
def trial_residual(n, q):
    phi = 2 * pi / q
    kappa, theta = 0.3 * phi, 1.0
    s = (phi * (np.arange(q) - q // 2) + kappa) / sqrt(phi)
    up = sqrt((n + 1) * (n + 2) * (n + 3) * (n + 4))
    vec = oscillator_function(n, s) + phi * up / 192 * oscillator_function(n + 4, s)
    if n >= 4:
        down = sqrt(n * (n - 1) * (n - 2) * (n - 3))
        vec = vec - phi * down / 192 * oscillator_function(n - 4, s)
    res = harper_matrix(q, kappa, theta) @ vec - leading(n, phi) * vec
    return np.linalg.norm(res) / np.linalg.norm(vec)


residual_ratios = {}
for n in (0, 2, 4):
    residual_ratios[n] = trial_residual(n, 200) / trial_residual(n, 400)
    assert 7.5 < residual_ratios[n] < 8.5

# --- Exponential narrowing of the lowest band
width_q = (8, 10, 12, 14)
widths = [harper_bands(q)[1][0] for q in width_q]
decay = [log(widths[i] / widths[i + 1]) / 2 for i in range(3)]
assert all(1.0 < d < 1.4 for d in decay)

# --- Worked example
h, q = 0.5, 100
B = 2 * pi / (q * h**2)
phi = h**2 * B
tesla = physical_constants['atomic unit of mag. flux density'][0]
mev = 1000 * physical_constants['Hartree energy in eV'][0]
levels = bands[q][0] / h**2
print(f"h = {h:.3f} bohr, q = {q}, phi = {phi:.6f} rad")
print(f"B = {B:.6f} a.u. = {B * tesla:.4e} T")
print("n, continuum, corrected formula, Harper (hartree)")
for n in range(5):
    print(f"{n} {B * (n + 0.5):.6f} {leading(n, phi) / h**2:.6f} {levels[n]:.6f}")
print("n, grid shift: formula, Harper; remainder (1e-6 hartree)")
for n in range(5):
    continuum = B * (n + 0.5)
    formula = leading(n, phi) / h**2
    print(f"{n} {1e6 * (formula - continuum):.2f} "
          f"{1e6 * (levels[n] - continuum):.2f} {1e6 * (levels[n] - formula):.2f}")
shift0 = levels[0] - B / 2
print(f"Harper grid shift, n=0: {shift0 * mev:.3f} meV")
print("n, gap to n+1: formula, Harper (hartree)")
for n in range(4):
    gap = levels[n + 1] - levels[n]
    gap_formula = B - h**2 * B**2 * (n + 1) / 4
    cubic_gap = h**4 * B**3 * (next_coefficient(n + 1) - next_coefficient(n))
    assert abs(gap - gap_formula - cubic_gap) < 0.2 * cubic_gap
    print(f"{n} {gap_formula:.6f} {gap:.6f}")
h_half = h / 2
shift_half = bands[400][0][0] / h_half**2 - B / 2
assert abs(shift0 / shift_half - 4) < 0.05
print(f"n=0 shift at h={h_half:.3f} bohr: {1e6 * shift_half:.2f} 1e-6 hartree")
print(f"ratio of n=0 shifts, h to h/2: {shift0 / shift_half:.4f}")
print("q=400: n, phi^2 coefficient, phi^3 coefficient, order")
for n in range(5):
    print(f"{n} {quadratic_found[n]:.5f} {cubic_found[n]:.6f} {orders[n]:.4f}")
print("trial residual ratio, q=200 to 400: "
      + ", ".join(f"n={n}: {r:.3f}" for n, r in residual_ratios.items()))
print("q, width of lowest band in h^2 E (dimensionless)")
for qq, width in zip(width_q, widths):
    print(f"{qq} {width:.3e}")
coarse, coarse_width = harper_bands(10)
print("q=10: n, formula, band midpoint, width in h^2 E")
for n in range(3):
    print(f"{n} {leading(n, 2 * pi / 10):.6f} {coarse[n]:.6f} {coarse_width[n]:.3e}")
print(f"torus minus Harper, largest: {torus_error:.1e} (h^2 E)")
print(f"q=16 lowest h^2 E: box {box_lowest:.8f}, Harper {box_harper:.8f}")
print("finished without a failed check")
```

Printed output:

```
h = 0.500 bohr, q = 100, phi = 0.062832 rad
B = 0.251327 a.u. = 5.9075e+04 T
n, continuum, corrected formula, Harper (hartree)
0 0.125664 0.124677 0.124679
1 0.376991 0.372056 0.372079
2 0.628319 0.615488 0.615577
3 0.879646 0.854972 0.855203
4 1.130973 1.090508 1.090986
n, grid shift: formula, Harper; remainder (1e-6 hartree)
0 -986.96 -984.42 2.54
1 -4934.80 -4911.88 22.92
2 -12830.49 -12741.46 89.02
3 -24674.01 -24443.18 230.83
4 -40465.38 -39987.57 477.81
Harper grid shift, n=0: -26.787 meV
n, gap to n+1: formula, Harper (hartree)
0 0.247380 0.247400
1 0.243432 0.243498
2 0.239484 0.239626
3 0.235536 0.235783
n=0 shift at h=0.250 bohr: -246.58 1e-6 hartree
ratio of n=0 shifts, h to h/2: 3.9923
q=400: n, phi^2 coefficient, phi^3 coefficient, order
0 -0.06246 0.002594 2.9942
1 -0.31213 0.023355 2.9949
2 -0.81107 0.090796 2.9944
3 -1.55879 0.235919 2.9934
4 -2.55481 0.489600 2.9922
trial residual ratio, q=200 to 400: n=0: 7.947, n=2: 7.926, n=4: 7.907
q, width of lowest band in h^2 E (dimensionless)
8 8.547e-04
10 7.671e-05
12 6.946e-06
14 6.338e-07
q=10: n, formula, band midpoint, width in h^2 E
0 0.289485 0.290012 7.671e-05
1 0.819108 0.823852 1.498e-03
2 1.250034 1.267558 1.281e-02
torus minus Harper, largest: 8.4e-15 (h^2 E)
q=16 lowest h^2 E: box 0.18685196, Harper 0.18685196
finished without a failed check
```
